# Shadow energy functional: Harris-Foulkes form and forces from one diagonalization

Atomic units are used. The nuclei have positions $R$, masses $M$ and repulsion energy $V_{nn}(R)$. The $N_e$ electrons form a closed-shell Kohn-Sham system in a real basis $\phi_\mu$, with overlap matrix $S$ and one-electron matrix $h$ (kinetic energy plus nuclear attraction $v_{\rm ext}$). A symmetric matrix $P$ defines the density $n(\mathbf r)=\sum P_{\mu\nu}\phi_\mu\phi_\nu$. Symmetric matrices are treated as vectors with product $X\cdot Y=\mathrm{Tr}\,XY$. A physical density matrix is $D=2\sum_i C_iC_i^T$, where $i$ runs over $N_e/2$ orbitals with $C_i^TSC_j=\delta_{ij}$, and its density is $\rho$. The Kohn-Sham energy is

$$E_{\rm KS}[D]=h\cdot D+E_{\rm Hxc}[D]+V_{nn}.$$

The Hartree and exchange-correlation part has gradient $V[P]=\partial E_{\rm Hxc}/\partial P$ and symmetric Hessian $f[P]=\partial V/\partial P$, and $F[P]=h+V[P]$. In the local density approximation (LDA),

$$V_{\mu\nu}=\sum_{\lambda\sigma}(\mu\nu|\lambda\sigma)P_{\lambda\sigma}+\int v_{xc}(n)\phi_\mu\phi_\nu,\qquad f_{\mu\nu,\lambda\sigma}=(\mu\nu|\lambda\sigma)+\int\phi_\mu\phi_\nu f_{xc}(n)\phi_\lambda\phi_\sigma,$$

with $f_{xc}=dv_{xc}/dn$. The self-consistent matrix $P^*(R)$ minimizes $E_{\rm KS}$, and $E_{\rm BO}=E_{\rm KS}[P^*]$ is the Born-Oppenheimer (BO) surface. The auxiliary matrix $P$ is an independent variable close to $P^*$. It need be neither idempotent nor normalized, but the LDA requires $n>0$. A subscript $R$ marks a derivative with respect to one nuclear coordinate.

The term $E_{\rm Hxc}$ is the one part of $E_{\rm KS}$ that is nonlinear in $D$. Replacing it by its first-order Taylor expansion about $P$ defines the shadow functional and the shadow potential,

$$\mathcal F[D,P]=h\cdot D+E_{\rm Hxc}[P]+V[P]\cdot(D-P)+V_{nn},\qquad U(R,P)=\min_D\mathcal F[D,P].$$

In terms of densities the linear term is $\int v_{\rm Hxc}[n](\rho-n)$. The part of $\mathcal F$ that depends on $D$ is $F[P]\cdot D=2\sum_iC_i^TFC_i$, with $F$ fixed. Adding $-2\sum_{ij}\lambda_{ij}(C_i^TSC_j-\delta_{ij})$ with symmetric multipliers and varying $C_i$ gives $FC_i=\sum_jSC_j\lambda_{ji}$. An orthogonal rotation among the orbitals leaves $D$ unchanged and makes $\lambda$ diagonal, so

$$F[P]\,C_p=\varepsilon_pSC_p .$$

Since $F$ depends on $P$ and not on the orbitals, this is a linear eigenproblem, solved by one diagonalization. To find the minimum among the stationary points, any admissible orbitals are expanded in the eigenvectors. Then $F\cdot D=2\sum_p\varepsilon_pw_p$, where $w_p$ is the squared length of the projection of $C_p$ on the occupied space, so $0\le w_p\le1$ and $\sum_pw_p=N_e/2$. The sum is smallest when the lowest $N_e/2$ levels have $w_p=1$. This minimizer $D[P]$ is unique and smooth in $R$ and $P$ if $F[P]$ has a gap above the highest occupied level, which is assumed from here on. At a crossing of occupied and empty levels $D$ jumps and $U$ has a kink, and the derivative formulas below fail there.

At the minimum $F\cdot D=2\sum_i\varepsilon_iC_i^TSC_i=2\sum_i\varepsilon_i$. Grouping $h\cdot D+V\cdot D$ in $\mathcal F$ gives

$$U(R,P)=2\sum_i\varepsilon_i[P]-V[P]\cdot P+E_{\rm Hxc}[P]+V_{nn},$$

with $V\cdot P=\int v_{\rm Hxc}[n]\,n$. This is the Harris-Foulkes expression: the band energy of the input Hamiltonian, with double-counting terms taken at the input density. The shadow potential is therefore the Harris-Foulkes energy as a number. What the construction adds is that this number is the true constrained minimum of a functional, and that $P$ is an independent argument.

Every derivative of $U$ rests on one identity. Let $D$ change with any parameter $x$ while the orbitals stay orthonormal. Using $FC_i=\varepsilon_iSC_i$ on both sides, and then the derivative of $C_i^TSC_i=1$,

$$F\cdot D_x=2\sum_i\varepsilon_i\left(C_{i,x}^TSC_i+C_i^TSC_{i,x}\right)=-2\sum_i\varepsilon_iC_i^TS_xC_i=-W\cdot S_x,$$

with $W=2\sum_i\varepsilon_iC_iC_i^T$. For a change of $P$ at fixed $R$ the overlap is constant and the response of $D$ drops out. With the residual $r=D-P$, the explicit dependence of $\mathcal F$ leaves

$$G\equiv\frac{\partial U}{\partial P}=V+f\,(D-P)-V=f\,r ,$$

where the first $V$ comes from $E_{\rm Hxc}[P]$ and the last from $-P$ in the linear term. If $P^*$ fills the lowest levels of $F[P^*]$, then $D=P^*$ at $P=P^*$, hence $U=E_{\rm BO}$ and $G=0$. This filling is assumed from here on, and the example below satisfies it, since its iteration occupies the lowest level and ends at $D=P$. The gap alone does not guarantee it: a closed-shell minimum of $E_{\rm KS}$ can leave an empty level below an occupied one, as may happen with nearly degenerate $p$ orbitals, and then $U(R,P^*)<E_{\rm BO}$.

The curvature needs the response of $D$. Put $\delta C_i=\sum_pC_pu_{pi}$ in $(F-\varepsilon_iS)\,\delta C_i=-(\delta F-\delta\varepsilon_iS)C_i$ and project on an empty orbital $C_a$, which gives $u_{ai}=C_a^T\delta F\,C_i/(\varepsilon_i-\varepsilon_a)$. Orthonormality makes the occupied block of $u$ antisymmetric, so it cancels in $\delta D$. With $Y_{ia}=C_iC_a^T+C_aC_i^T$ one has $\delta D=2\sum u_{ai}Y_{ia}$ and $C_a^T\delta FC_i=\tfrac12Y_{ia}\cdot\delta F$, so that

$$\delta D=\chi_0\,\delta F,\qquad\chi_0=\sum_{ia}\frac{Y_{ia}\,Y_{ia}^{\,T}}{\varepsilon_i-\varepsilon_a},\qquad J\equiv\frac{\partial r}{\partial P}=\chi_0f-1,$$

where the numerator is the outer product of matrix vectors. The operator $\chi_0$ is symmetric, negative semidefinite, and built from the eigenpairs already in hand. Differentiating $G=fr$ at $P^*$, where the term with $\partial f/\partial P$ multiplies $r=0$, gives the Hessian $A$. With $\delta=P-P^*$,

$$U-E_{\rm BO}=\tfrac12\,\delta\cdot A\,\delta+O(\delta^3),\qquad A=fJ=f\chi_0f-f .$$

The part $f\chi_0f$ is negative semidefinite. If $f$ is positive, as for the Hartree kernel alone, $U$ has a local maximum at $P^*$. The LDA kernel $f_{xc}$ can give $f$ negative directions, and $P^*$ may then be a saddle, so $U$ is not in general a bound on $E_{\rm BO}$. The difference from the Kohn-Sham energy of the output is the Taylor remainder that was dropped,

$$E_{\rm KS}[D]-U=E_{\rm Hxc}[D]-E_{\rm Hxc}[P]-V[P]\cdot r=\tfrac12\,r\cdot fr+O(r^3).$$

Now $R$ is varied at fixed $P$. The implicit dependence through $D$ contributes $F\cdot D_R=-W\cdot S_R$ by the identity, and the rest is the explicit dependence of the integrals. The Hartree part of $\mathcal F$ is $\tfrac12(n|n)+(n|\rho-n)=(\rho|n)-\tfrac12(n|n)$, whose matrix form is differentiated through the integrals alone. In the exchange-correlation part $E_{xc}[n]+\int v_{xc}(n)(\rho-n)$ the densities change because the basis functions move, by $n_R=\sum P_{\mu\nu}(\phi_\mu\phi_\nu)_R$ and $\rho_R=\sum D_{\mu\nu}(\phi_\mu\phi_\nu)_R$. The derivative is $\int v_{xc}n_R+\int f_{xc}n_R(\rho-n)+\int v_{xc}(\rho_R-n_R)$, and the two terms in $v_{xc}n_R$ cancel. Collecting terms,

$$\frac{\partial U}{\partial R}\Big|_P=h_R\cdot D-W\cdot S_R+\sum(\mu\nu|\lambda\sigma)_R\left(D_{\mu\nu}P_{\lambda\sigma}-\tfrac12P_{\mu\nu}P_{\lambda\sigma}\right)$$
$$\qquad+\int v_{xc}(n)\,\rho_R+\int f_{xc}(n)\,(\rho-n)\,n_R+V_{nn,R}.$$

No expansion in $r$ was made, so this is the exact gradient of $U$ for a residual of any size, and it needs only $D$ and $W$ from the single diagonalization. If the integrals are done on a grid that moves with the atoms, derivatives of the points and weights must be added. For a basis that does not move, $S_R$, $\rho_R$, $n_R$ and the two-electron derivatives vanish, fixed $P$ means fixed $n(\mathbf r)$, and

$$\frac{\partial U}{\partial R}\Big|_n=\int\rho\,\frac{\partial v_{\rm ext}}{\partial R}+V_{nn,R},$$

the Hellmann-Feynman form with the output density $\rho$, not $n$.

The word exact has three limits. First, it refers to a partial derivative. If the input is tied to the nuclei as $P(R)$, the chain rule adds $G\cdot P_R$. This covers a Harris input of superposed atoms with prescribed dependence on $R$, and it covers a change of representation: holding the Löwdin matrix $S^{1/2}PS^{1/2}$ fixed is a different partial derivative from holding $P$ fixed, and the two differ at first order in $r$. Second, the shadow force is not the BO force. They agree at $P^*$, because $dE_{\rm BO}/dR=\partial_RU+G\cdot P^*_R$ with $G=0$. Away from $P^*$ the offset is $(\partial_RG)\cdot\delta$, and differentiating $G(R,P^*(R))=0$ gives $\partial_RG=-AP^*_R$, so

$$\partial_RU-\frac{dE_{\rm BO}}{dR}=-P_R^*\cdot A\,\delta+O(\delta^2),$$

which is first order although the energy offset is second order. Third, the property belongs to $U$ and not to $E_{\rm KS}$ of the output. The gradient of $E_{\rm KS}[D(R,P)]$ at fixed $P$ is the explicit part plus $F[D]\cdot D_R$. The ordinary gradient $g_{\rm ord}$ uses $-W\cdot S_R=F[P]\cdot D_R$ in that place, so

$$\partial_RE_{\rm KS}[D]=g_{\rm ord}+(F[D]-F[P])\cdot D_R ,$$

and the missing term requires response information that $g_{\rm ord}$ does not contain: either $D_R$ for each coordinate, or the matrix $\chi_0(F[D]-F[P])$, formed once for all coordinates and contracted with $F_R$, together with terms in $S_R$.

Dynamics gives the fixed-$P$ derivative its meaning, because $P$ can be made a coordinate of its own. Let $K=J^{-1}$, which exists unless $\chi_0f$ has an eigenvalue 1, and take

$$\mathcal L=\tfrac12M\dot R^2-U(R,P)+\tfrac12\mu\dot P^2-\tfrac12\mu\omega^2|Kr|^2 .$$

Since $\partial(Kr)/\partial P=KJ+O(r)=1+O(r)$, the Euler-Lagrange equations to leading order in $r$ are $\mu\ddot P=-fr-\mu\omega^2Kr$ and $M\ddot R=-\partial_RU-\mu\omega^2Kr\cdot\partial_R(Kr)$. Take $\mu\to0$ and $\omega\to\infty$ at fixed $\mu\omega$. In the first equation $fr$ is smaller than the last term by $1/(\mu\omega^2)\to0$. A bounded $\ddot P$ then makes $r=O(\omega^{-2})$, so the last term of the second equation is $O(\mu)$. Dropping both terms leaves the working equations,

$$M\ddot R=-\partial_RU|_P,\qquad\ddot P=-\omega^2K\,(D[P]-P).$$

Because $r=J\delta+O(\delta^2)$, $Kr\approx\delta$ is the Newton estimate of the distance to self-consistency, and $P$ oscillates about the moving $P^*$ with frequency $\omega$. With time step $\delta t$ and $\kappa=\omega^2\delta t^2$ held fixed, the Verlet update is

$$P_{n+1}=2P_n-P_{n-1}-\kappa K_nr_n .$$

A step forms $F[P_n]$, diagonalizes it once, and obtains $U$, the force, $r_n$ and $J_n$. The product $K_nr_n$ is a linear solve in the space of matrices, which is no further diagonalization but is a large system for a large basis. An approximate kernel $\tilde K$ leaves the force formula intact, since $K$ did not enter its derivation, but it changes how closely $P$ follows $P^*$ and can destroy stability: the linearized update then contains $\kappa\tilde KJ$ in place of $\kappa$, and the eigenvalues of that operator must be real and lie between 0 and 4. What follows is for the full kernel. Linearized, the update reads $\delta_{n+1}-(2-\kappa)\delta_n+\delta_{n-1}=-\delta t^2\ddot P^*$. The homogeneous roots of $z^2-(2-\kappa)z+1=0$ lie on the unit circle for $0<\kappa<4$, and the slowly varying solution is $\delta\approx-\delta t^2\ddot P^*/\kappa$. On it the force offset is $O(\delta t^2)$, the order of the Verlet error itself, and $U-E_{\rm BO}$ is $O(\delta t^4)$.

The working equations do not conserve $E=\tfrac12M\dot R^2+U$ strictly. The chain rule gives $\dot E=(M\ddot R+\partial_RU)\cdot\dot R+G\cdot\dot P$, and the bracket vanishes because the force is the exact partial gradient. The equation for $P$ gives $r=-J\ddot P/\omega^2$, so

$$\dot E=G\cdot\dot P=-\frac{1}{\omega^2}\dot P\cdot fJ\ddot P=-\frac{d}{dt}\left[\frac{\dot P\cdot fJ\dot P}{2\omega^2}\right]+\frac{1}{2\omega^2}\dot P\cdot\frac{d(fJ)}{dt}\dot P ,$$

using the symmetry of $fJ$. The exchange is $O(\delta t^2)$ and changes sign under time reversal. This does not prove the absence of drift over long times.

A scheme that also needs one diagonalization per step, and no kernel, but lacks these properties takes the previous output as input, $P_{n+1}=D_n$, and uses $g_{\rm ord}$. Write $\Lambda=\chi_0f=J+1$ and work to first order in $\delta t$. Then $D=P^*+\Lambda\delta$ and $\delta_{n+1}=\Lambda\delta_n-\delta t\,\dot P^*$. If the eigenvalues of $\Lambda$ have modulus below 1, this settles to $J\delta=r=\delta t\,\dot P^*$. Adding the two second-order formulas, $E_{\rm KS}[D]-E_{\rm BO}=\tfrac12\delta\cdot(fJ+J^TfJ)\delta$, with $fJ+J^TfJ=\Lambda^TfJ$ symmetric. Moving the nuclei at fixed $P$ changes $\delta$ at the rate $-\dot P^*$, so this difference changes at the rate $-\dot P^*\cdot\Lambda^Tfr$. The missing term has $F[D]-F[P]\approx fr$ and $D_R\dot R=(1-\Lambda)\dot P^*$. Therefore

$$\left(g_{\rm ord}-\frac{dE_{\rm BO}}{dR}\right)\cdot\dot R=-\dot P^*\cdot\Lambda^Tfr-\dot P^*\cdot(1-\Lambda^T)fr=-\dot P^*\cdot fr .$$

Kinetic energy plus $E_{\rm KS}[D]$, which equals $E_{\rm BO}$ up to $O(\delta t^2)$, changes at minus this rate, $\delta t\,\dot P^*\cdot f\dot P^*$. This is even under time reversal and first order in $\delta t$. Summed over steps, $E(T)-E(0)\approx\sum_nr_n\cdot fr_n$, a heating wherever the form is positive.

The example is H$_3^+$ in the LDA (Slater exchange, VWN5 correlation) with the 6-31G basis of 6 functions. This level leaves out basis completeness, correlation beyond the LDA and nuclear quantum effects, and its digits serve to compare formulas within the model. The nuclei lie in a plane at $(0.0300,1.1015)$, $(-0.8500,-0.4907)$ and $(0.9100,-0.5107)$ bohr. The exchange-correlation integrals use 10353 Becke-type grid points built on a nearby equilateral triangle and frozen in space. On this coarse grid $E_{\rm BO}$ lies $1.1\times10^{-5}$ Ha above its value on a finer standard grid centred on the nuclei. Self-consistency, reached by linear mixing $P\to P+0.7r$ until the largest element of $r$ falls below $10^{-2}$ and by Newton steps $P\to P-Kr$ after that, gives $E_{\rm BO}=-1.28092474$ Ha, a gap of $0.546$ Ha, and $dE_{\rm BO}/dy_1=0.0311597$ Ha/bohr. On a grid of 75 radial and 302 angular points per atom this gradient rises by $9\times10^{-6}$ Ha/bohr, so its last digits belong to the frozen grid. The gap is unchanged to the digits shown.

The input is $P=P^*+\lambda\Delta$ with $\Delta=P_{\rm core}-P^*$, where $P_{\rm core}$ comes from diagonalizing $h$ alone. At $\lambda=0.3$ the largest element of $r$ is $0.029$, and the Harris-Foulkes sum is

$$U=-1.85070199-1.72363124+0.63097597+1.66225853=-1.2810987\ \text{Ha}.$$

A BFGS minimization of $\mathcal F$ over the orbital coefficients, with no diagonalization, gives $-1.281098719$ Ha, as does the unrounded sum. Then $U-E_{\rm BO}=-1.740\times10^{-4}$ Ha, or $-4.7$ meV. With $\tfrac12\Delta\cdot A\Delta=-1.951\times10^{-3}$ Ha the quadratic formula gives $0.09\times(-1.951\times10^{-3})=-1.756\times10^{-4}$ Ha, larger in size by 0.9% of the full value. The ratio of full to quadratic value is $0.99957$ at $\lambda=0.02$ and $0.99979$ at $\lambda=0.01$, a deficit that halves with $\lambda$ as a cubic remainder should. In an orthonormal basis of symmetric matrices the eigenvalues of $A$ run from $-7.74$ to $+0.0289$ Ha, and second differences of $U$ along those two eigenvectors reproduce them. Their sizes depend on the basis, but both signs occur, so $P^*$ is a saddle of $U$ in this model.

At $\lambda=0.3$ the analytic $\partial U/\partial y_1$ is $0.03556696$ Ha/bohr. A central difference of $U$ at fixed $P$ gives the same eight decimals, and the largest deviation over all nine components is $7\times10^{-10}$ Ha/bohr. Omitting the $f_{xc}$ term raises that deviation to $3.0\times10^{-3}$ Ha/bohr. The offset from the BO gradient is $0.0355670-0.0311597=0.0044$ Ha/bohr, 14% of the BO value. The norm of the offset over all components is $4.12\times10^{-4}$ Ha/bohr at $\lambda=0.02$ and $2.05\times10^{-4}$ at $\lambda=0.01$, linear in $\lambda$. With the basis held fixed while the nucleus moves, the central difference is $-0.08016299$ Ha/bohr, equal to the Hellmann-Feynman value with $D$, while $P$ in its place gives $-0.0631$. The sign is opposite to the moving-basis gradient, so in this small basis the terms from basis motion, $0.0356+0.0802=0.116$ Ha/bohr, outweigh the rest. With the Löwdin matrix held fixed the difference quotient is $0.03031719=0.03556696-0.00524977$, the second number being $G\cdot P_R$. For $E_{\rm KS}[D]$ it is $0.03049722=0.03520321-0.00470599$, the ordinary gradient plus the missing term with $D_R$ from central differences.

For the dynamics the nuclei, of proton mass $1836.153$, are released from rest and followed by velocity Verlet for 400 a.u. (9.68 fs) with $\kappa=2$ and the full kernel. The start lies on the slow solution. At rest $P^*(R_1)-P^*(R_0)\approx\tfrac12\delta t^2\ddot P^*$, so $P_0=P^*(R_0)-(2/\kappa)[P^*(R_1)-P^*(R_0)]$, and time symmetry $P_{-1}=P_1$ gives $P_1=P_0-\tfrac12\kappa K_0r_0$. Offsets from the BO solution are maxima over equally spaced sample times, with the Frobenius norm for $\delta$, and the energy change is the maximum over all steps.

| quantity | $\delta t=10$ a.u. | $\delta t=5$ a.u. | ratio |
|---|---|---|---|
| $\lVert\delta\rVert$ | $7.09\times10^{-4}$ | $1.73\times10^{-4}$ | 4.11 |
| energy offset, Ha | $3.59\times10^{-7}$ | $2.13\times10^{-8}$ | 16.9 |
| force offset, Ha/bohr | $4.19\times10^{-4}$ | $1.02\times10^{-4}$ | 4.11 |
| change of $E$, Ha | $3.58\times10^{-6}$ | $8.83\times10^{-7}$ | 4.06 |

The ratios are near 4, 16, 4 and 4, and $4.107^2=16.87$ ties the second to the first. For $P^*\propto\cos\Omega t$ the linearized update gives $\delta$ the relative amplitude $s/(\kappa-s)$ with $s=4\sin^2(\Omega\,\delta t/2)$, which grows faster than $\delta t^2$ at $\kappa=2$. The start, with amplitude $s/\kappa$, matches this only to leading order and leaves a small undamped oscillation. Both effects are of higher order in $\delta t$, and the size of the 3% excess over 4 was not traced to either.

One result is unexpected. A converged BO run at $\delta t=10$ a.u., costing 3 diagonalizations per step, has an energy change of up to $1.84\times10^{-5}$ Ha, five times that of the shadow run. The energy balance explains it. With $g$ the gradient in use, writing $v_n$ and $v_{n+1}$ through the half-step velocity $\Delta R/\delta t$ gives a kinetic change per step of $-\tfrac12(g_n+g_{n+1})\cdot\Delta R+\delta t^2(g_{n+1}^2-g_n^2)/8M$. The change of $U$ is the trapezoidal sum $\tfrac12(g_n+g_{n+1})\cdot\Delta R+\tfrac12(G_n+G_{n+1})\cdot\Delta P$ minus one twelfth of the third derivative along the step. That third derivative agrees at leading order with the one of $E_{\rm BO}$, because the additional chain-rule terms contain $G$ or its derivative along $P^*(R)$, both zero. The Verlet errors of the two runs thus coincide at order $\delta t^2$, and the shadow energy change is the BO one plus $w_n=\sum\tfrac12(G+G')\cdot\Delta P$, summed over steps with $G$ and $G'$ at their two ends. Numerically $|w_n|$ reaches $1.97\times10^{-5}$ Ha and the balance holds within $3.7\times10^{-7}$ Ha, 2% of that maximum. Since the sum stays below $3.6\times10^{-6}$ Ha, the two contributions have opposite sign at that point and largely cancel. At leading order in $\delta t$ the formula for $\dot E$, with $1/\omega^2=\delta t^2/\kappa$, makes $w_n$ scale as $1/\kappa$, while the Verlet error does not depend on $\kappa$. The cancellation therefore belongs to this system and this $\kappa$; no other $\kappa$ was run.

The lagged scheme at $\delta t=5$ a.u., also with one diagonalization per step, gains $8.027\times10^{-4}$ Ha against the predicted $\sum r_n\cdot fr_n=8.030\times10^{-4}$ Ha, an agreement closer than a leading-order formula guarantees. The gain of 21.8 meV is 24% of the largest kinetic energy of the shadow run, $3.39\times10^{-3}$ Ha, whose own energy departs from its initial value by at most 0.024 meV over the same interval.

Numerical values quoted here were computed with a short program.
